# Direct RPA correlation energy of the half-filled Hubbard dimer

## Problem

Two electrons occupy two sites, with one orbital per site. The Hamiltonian is $H=T+W$ with

$$T=-t\sum_{\sigma}\left(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma}\right),\qquad W=U\sum_{i=1,2}n_{i\uparrow}n_{i\downarrow},$$

where $t>0$, $U\ge 0$ and $\hbar=1$. The correlation energy $E_c$ is the ground-state energy minus the energy $E_{HF}$ of the symmetric Hartree-Fock determinant, in which both electrons occupy the bonding orbital.

In the direct random-phase approximation (RPA) the electrons respond as independent particles to the applied field plus the change in the Hartree potential. This potential is $U\langle n_i\rangle$ on site $i$, with $n_i=n_{i\uparrow}+n_{i\downarrow}$, so each electron also feels its own density.

1. Find $E_{HF}$ and the exact $E_c$.
2. Find $E_c$ in direct RPA, in closed form.
3. Compare the two for weak and strong repulsion. Do they ever agree at nonzero $U$?

## Hints

- **Question 1.** Combine the two doubly occupied configurations symmetrically, and see which state hopping turns this combination into.
- **Question 2, energy.** For two electrons, $W$ can be written with the charge imbalance $d=n_1-n_2$ alone. Replace $W$ by $\lambda W$ and integrate over $\lambda$ from 0 to 1.
- **Question 2, response.** Find how $\langle d\rangle$ reacts to a perturbation $v\,e^{\omega\tau}d$ that grows with time $\tau$. Integrating this response over $\omega$ gives $\langle d^2\rangle$.
- **Question 3.** Insert the RPA total energy into the quadratic equation that the exact energy obeys.

## Solution

### 1. Reference and exact energy

The bonding and antibonding orbitals have energies $-t$ and $+t$. In the symmetric determinant each spin has density $1/2$ on each site, and the two spins are independent, so $\langle n_{i\uparrow}n_{i\downarrow}\rangle=1/4$. Two sites give $\langle W\rangle=U/2$, and

$$E_{HF}=-2t+\frac U2 .$$

The mean field is equal on both sites. It leaves the orbitals and their gap $2t$ unchanged, so the determinant is self-consistent.

For the exact state, take

$$|I\rangle=\frac{c^\dagger_{1\uparrow}c^\dagger_{1\downarrow}+c^\dagger_{2\uparrow}c^\dagger_{2\downarrow}}{\sqrt2}|0\rangle,\qquad |C\rangle=\frac{c^\dagger_{1\uparrow}c^\dagger_{2\downarrow}+c^\dagger_{2\uparrow}c^\dagger_{1\downarrow}}{\sqrt2}|0\rangle .$$

Hopping moves one electron at a time to the other site, with factor $-t$. Each of the two terms of $|I\rangle$ becomes $-t(c^\dagger_{1\uparrow}c^\dagger_{2\downarrow}+c^\dagger_{2\uparrow}c^\dagger_{1\downarrow})|0\rangle/\sqrt2$, so $T|I\rangle=-2t|C\rangle$. Since $W|I\rangle=U|I\rangle$ and $W|C\rangle=0$, the energies in this block obey

$$E(E-U)-4t^2=0,\qquad E_\pm=\frac U2\pm\frac12\sqrt{U^2+16t^2}.$$

The other four two-electron states are three triplets at energy 0 and the odd ionic state at energy $U$; in each of them the hopping terms cancel or are blocked by the Pauli principle. Since $E_-<0$, it is the ground-state energy. Subtracting $E_{HF}$ gives

$$E_c^{exact}=2t-\frac12\sqrt{U^2+16t^2}.$$

### 2. Direct RPA

**The interaction as a charge fluctuation.** Since $n_{i\sigma}^2=n_{i\sigma}$, we have $n_i^2=n_i+2n_{i\uparrow}n_{i\downarrow}$, and therefore $W=\frac U2\sum_i(n_i^2-n_i)$. With $n_1+n_2=2$, the occupations are $n_{1,2}=1\pm d/2$, which gives $\sum_i n_i^2=2+d^2/2$. Hence

$$W=\frac U2\left(2+\frac{d^2}{2}-2\right)=\frac U4d^2 .$$

**Coupling integral.** Let $E_\lambda$ be the ground-state energy of $T+\lambda W$. For a normalized eigenstate the Hellmann-Feynman theorem gives $dE_\lambda/d\lambda=\langle W\rangle_\lambda$. The Hartree-Fock determinant is the ground state of $T$, so $E_{HF}=E_0+\langle W\rangle_0$, and

$$E_c=E_1-E_0-\langle W\rangle_0=\frac U4\int_0^1d\lambda\left(\langle d^2\rangle_\lambda-\langle d^2\rangle_0\right).$$

From $\langle W\rangle_0=U/2$ it follows that $\langle d^2\rangle_0=2$. By site symmetry $\langle d\rangle_\lambda=0$.

**Fluctuation from response.** Let the excited states $n$ lie at energies $\Omega_n$ above the ground state, with real matrix elements $d_n=\langle n|d|0\rangle$. Under a weak perturbation $v(\tau)d$ the first-order amplitudes $a_n=x_n+iy_n$ obey $i\dot a_n=\Omega_na_n+v\,d_n$. The imaginary and real parts are

$$\dot x_n=\Omega_ny_n,\qquad \dot y_n=-\Omega_nx_n-v\,d_n,$$

so that $\ddot x_n=-\Omega_n^2x_n-\Omega_nv\,d_n$. For $v\propto e^{\omega\tau}$ we have $\ddot x_n=\omega^2x_n$, which gives $x_n=-\Omega_nd_nv/(\omega^2+\Omega_n^2)$. The induced imbalance is $\delta d=2\sum_nd_nx_n=\chi v$ with

$$\chi(i\omega)=-\sum_{n\ne0}\frac{2\Omega_nd_n^2}{\omega^2+\Omega_n^2}.$$

The argument $i\omega$ records that exponential growth is oscillation at an imaginary frequency. Because $\int_0^\infty 2\Omega\,d\omega/(\omega^2+\Omega^2)=\pi$ and $\langle d\rangle=0$,

$$-\frac1\pi\int_0^\infty\chi(i\omega)\,d\omega=\sum_{n\neq0}d_n^2=\langle d^2\rangle .$$

**Bare response.** With bonding and antibonding operators $b_\sigma$ and $a_\sigma$, $c_{1\sigma}=(b_\sigma+a_\sigma)/\sqrt2$ and $c_{2\sigma}=(b_\sigma-a_\sigma)/\sqrt2$. Then $d=\sum_\sigma(a^\dagger_\sigma b_\sigma+b^\dagger_\sigma a_\sigma)$. Acting on the determinant, $d$ makes one excitation per spin, each with energy $2t$ and matrix element 1:

$$\chi_0(i\omega)=-2\,\frac{2(2t)}{\omega^2+4t^2}=-\frac{8t}{\omega^2+4t^2}.$$

**Hartree feedback.** An imbalance $\delta d$ changes the site densities by $\pm\delta d/2$ and the Hartree potentials by $\pm\lambda U\,\delta d/2$. This adds the field $\lambda\frac U2\delta d$ coupled to $d$. Hence

$$\delta d=\chi_0\left(v+\lambda\frac U2\delta d\right),$$

$$\chi_\lambda=\frac{\chi_0}{1-\lambda U\chi_0/2}=-\frac{8t}{\omega^2+4t^2+4\lambda tU}.$$

The charge oscillation has been stiffened from $2t$ to $\Omega_\lambda=2\sqrt{t^2+\lambda tU}$.

**The two integrals.** Since $\int_0^\infty d\omega/(\omega^2+\Omega_\lambda^2)=\pi/(2\Omega_\lambda)$,

$$\langle d^2\rangle_\lambda^{RPA}=\frac{8t}{\pi}\,\frac{\pi}{2\Omega_\lambda}=\frac{2t}{\sqrt{t^2+\lambda tU}} .$$

This equals 2 at $\lambda=0$, as it must. Then

$$E_c^{RPA}=\int_0^1d\lambda\,\frac{tU}{2\sqrt{t^2+\lambda tU}}-\frac U2 .$$

The integrand is the derivative of $\sqrt{t^2+\lambda tU}$ with respect to $\lambda$, so

$$E_c^{RPA}=\sqrt{t^2+tU}-t-\frac U2 .$$

### 3. Comparison

**Weak repulsion.** Expanding the square roots for $U\ll t$ gives

$$E_c^{RPA}=-\frac{U^2}{8t}+\frac{U^3}{16t^2}-\dots,\qquad E_c^{exact}=-\frac{U^2}{16t}+\dots$$

At leading order RPA gives twice the exact correlation energy. Variation A finds the reason.

**Strong repulsion.** Here the total energies are more telling, because both correlation energies contain $-U/2$, which cancels the $+U/2$ in $E_{HF}$. What remains for $U\gg t$ is

$$E^{RPA}=\sqrt{t^2+tU}-3t\approx\sqrt{tU}-3t,\qquad E^{exact}\approx-\frac{4t^2}{U}.$$

The exact electrons settle on separate sites and the energy tends to zero. The RPA energy grows without limit, because its $\langle d^2\rangle$ falls only as $2\sqrt{t/U}$, too slowly to remove the cost of double occupation.

**Crossing.** Put $s=\sqrt{1+U/t}$, so that $U=t(s^2-1)$ and $E^{RPA}=t(s-3)$. Inserted into the exact quadratic $F(E)=E^2-UE-4t^2$, this gives

$$\frac{F}{t^2}=(s-3)^2-(s^2-1)(s-3)-4=-s^3+4s^2-5s+2=-(s-1)^2(s-2).$$

The zeros are $s=1$, which is $U=0$, and $s=2$, which is $U=3t$. At both, $E^{RPA}$ is negative and so equals the lower root $E_-$. For $1<s<2$, $F>0$ and $E^{RPA}<0$, so RPA lies below $E_-$. For $s>2$, $F<0$, so RPA lies between the roots, above the exact ground state. RPA is thus too low for $0<U<3t$ and too high for $U>3t$.

**Numbers.** Take $t=1$ eV as a round model value. For $U=8$ eV,

$$E_c^{RPA}=\sqrt{1+8}-1-4=-2.00\ \text{eV},\qquad E_c^{exact}=2-\tfrac12\sqrt{64+16}=-2.47\ \text{eV}.$$

The table adds other values of $U$, with the fluctuation at full coupling.

| $U$ (eV) | $E_c^{RPA}$ (eV) | $E_c^{exact}$ (eV) | $\langle d^2\rangle^{RPA}$ | $\langle d^2\rangle^{exact}$ |
|---|---|---|---|---|
| 1 | −0.086 | −0.062 | 1.41 | 1.51 |
| 2 | −0.268 | −0.236 | 1.15 | 1.11 |
| 3 | −0.500 | −0.500 | 1.00 | 0.80 |
| 8 | −2.000 | −2.472 | 0.67 | 0.21 |

At $U=3$ eV the energies agree but the fluctuations do not. The energy depends on the integral of $\langle d^2\rangle_\lambda$ over all couplings up to the full one. RPA suppresses the fluctuation too much at small coupling and too little at larger coupling, and at $U=3t$ the two errors cancel in the integral.

The numerical check confirms these energies by diagonalizing the two-electron Hamiltonian and by integrating the RPA response numerically.

## Variation A: how much of the RPA energy is self-correlation?

*Split $E_c^{RPA}$ into same-spin and opposite-spin parts.*

Write $d=d_\uparrow+d_\downarrow$ with $d_\sigma=n_{1\sigma}-n_{2\sigma}$. There is one electron of each spin, so $d_\sigma$ can be only $\pm1$ and $d_\sigma^2=1$. The exact same-spin part of the coupling integral is therefore zero.

In RPA, consider also $m=d_\uparrow-d_\downarrow$. A field coupled to $m$ shifts the two spins oppositely, leaves the site densities unchanged and creates no Hartree feedback. Hence $\langle m^2\rangle_\lambda$ keeps its bare value 2. From $d^2+m^2=2(d_\uparrow^2+d_\downarrow^2)$ and $d^2-m^2=4d_\uparrow d_\downarrow$,

$$\langle d_\uparrow^2+d_\downarrow^2\rangle_\lambda-2=\frac{\langle d^2\rangle_\lambda-2}{2},\qquad 2\langle d_\uparrow d_\downarrow\rangle_\lambda=\frac{\langle d^2\rangle_\lambda-2}{2}.$$

The two parts are equal at every $\lambda$, so half of $E_c^{RPA}$ is spurious same-spin correlation for every $U$. The other half begins as $-U^2/(16t)$, the exact leading term, which explains the factor of two. At $U=3$ eV each half is $-0.25$ eV: the opposite-spin part alone recovers half of the exact $-0.50$ eV, and the spurious part supplies the rest.

## Variation B: is the symmetric determinant the best reference?

*Let the up electron occupy $(\cos\theta,\sin\theta)$ on sites 1 and 2, and the down electron $(\sin\theta,\cos\theta)$. Minimize the energy for $0\le\theta\le\pi/4$.*

Each electron has hopping energy $-2t\cos\theta\sin\theta=-t\sin2\theta$. Each site contributes $U\cos^2\theta\sin^2\theta$. With $s=\sin2\theta$,

$$E(s)=-2ts+\frac U2s^2,\qquad 0\le s\le1 .$$

The stationary point $s=2t/U$ lies inside the range when $U>2t$, and there $E=-2t^2/U$. For $U\le2t$ the minimum is at $s=1$, the symmetric determinant. Above $U=2t$ the polarized determinant is lower, since

$$-\frac{2t^2}{U}-\left(-2t+\frac U2\right)=-\frac{(U-2t)^2}{2U}<0 .$$

Direct RPA on the symmetric reference gives no warning of this, because $\Omega_\lambda^2=4t^2+4\lambda tU$ stays positive. For $t=1$ eV and $U=8$ eV the polarized determinant has energy $-0.25$ eV. This is below the RPA total energy of $0.00$ eV and above the exact $-0.47$ eV. The polarized determinant pays for its lower energy by giving the two sites opposite spin densities, which the exact singlet does not have.

## Table of computed values

```
hopping t = 1.0 eV
Correlation energies (eV) and RPA/exact ratio
  U (eV)     RPA       exact     ratio
    0.5   -0.02526   -0.01556   1.6226
    1.0   -0.08579   -0.06155   1.3937
    2.0   -0.26795   -0.23607   1.1351
    3.0   -0.50000   -0.50000   1.0000
    4.0   -0.76393   -0.82843   0.9221
    8.0   -2.00000   -2.47214   0.8090
Total energies (eV)
  U (eV)     HF        RPA       exact
    0.5   -1.75000   -1.77526   -1.76556
    1.0   -1.50000   -1.58579   -1.56155
    2.0   -1.00000   -1.26795   -1.23607
    3.0   -0.50000   -1.00000   -1.00000
    4.0   -0.00000   -0.76393   -0.82843
    8.0    2.00000   -0.00000   -0.47214
Charge fluctuation <d^2> at full coupling (dimensionless)
  U (eV)     RPA       exact
    0.5    1.63299    1.75193
    1.0    1.41421    1.51493
    2.0    1.15470    1.10557
    3.0    1.00000    0.80000
    4.0    0.89443    0.58579
    8.0    0.66667    0.21115
Details for U = 3.0 eV
  bare excitation energy    = 2.00000 eV
  RPA charge excitation     = 4.00000 eV
  same-spin part of RPA     = -0.25000 eV
  opposite-spin part of RPA = -0.25000 eV
Details for U = 8.0 eV
  bare excitation energy    = 2.00000 eV
  RPA charge excitation     = 6.00000 eV
  same-spin part of RPA     = -1.00000 eV
  opposite-spin part of RPA = -1.00000 eV
Broken-symmetry determinant, U = 8 eV: -0.25000 eV
Crossing of RPA and exact: U/t = 3.000000
E_c t/U^2 at U/t = 0.01: RPA -0.12438, exact -0.06250 (dimensionless)
Total energy at U = 10000 eV: RPA 97.005 eV, exact -0.000400 eV
```
